\section*{Uniform Dose on a Spinning Disk: The Inverse-Radius Scan Law}

\section{The decision and the model}

An implant recipe fixes a beam current and a dose. Whoever calculates the scan must then decide how fast the disk carrying the wafers should move across the beam at each position. Constant speed is the simplest choice, but it puts more ions on each unit of area near the spin axis than far from it. In the example below, the inner edge of a wafer would receive about 1.53 times the dose of its outer edge. The cure is a radial speed inversely proportional to the distance between beam and spin axis.

Take a flat disk spinning at $f$ turns per second, with the wafers lying in its plane. The beam is parallel to the spin axis and has a fixed shape. Its electric current is $I$ and each ion carries charge $qe$, so the ions arrive at the constant rate
\begin{equation}
F=\frac{I}{qe}.
\end{equation}
The beam centre is at distance $R(t)$ from the spin axis. Either the disk or the beam may do the moving; only their relative position matters here. The scan speed $v(R)=|dR/dt|$ is positive for both inward and outward passes. A point on a wafer has a fixed distance $r$ from the axis. Its dose $D(r)$ is the number of ions received per unit area in one pass.

Two further assumptions serve throughout. The disk turns many times while the beam advances by its own width, so that all points at the same $r$ receive nearly the same dose. Each pass also starts and ends far enough beyond the wafer for the whole beam to cross both edges.

\section{First derivation: counting ions on a ring}

Let the beam be narrow compared with $r$ and with the distance over which $v$ changes. While its centre moves from $r$ to $r+dr$, the elapsed time is $dt=dr/v(r)$, and $F\,dt$ ions arrive. The spinning disk spreads them over a ring of circumference $2\pi r$, width $dr$ and area $2\pi r\,dr$. Dividing ions by area gives
\begin{equation}
D(r)=\frac{F\,dr/v(r)}{2\pi r\,dr}=\frac{F}{2\pi r\,v(r)}.
\label{ring}
\end{equation}

If $D$ is the same at every $r$, multiplication by $rv/D$ gives
\begin{equation}
r\,v(r)=\frac{F}{2\pi D}\equiv k,
\qquad v(r)=\frac{k}{r}.
\label{law}
\end{equation}
Conversely, putting $v=k/r$ into Eq.~(\ref{ring}) gives $D=F/(2\pi k)$, in which $r$ has cancelled. For a narrow beam the law is therefore both necessary and sufficient. The spin rate does not appear: a faster disk makes each crossing shorter, but makes the crossings more frequent in the same proportion.

The law also fixes the motion. For an outward pass starting at $R_1$,
\begin{equation}
R\frac{dR}{dt}=k
\quad\Longrightarrow\quad
\frac{R^2-R_1^2}{2}=kt .
\label{motion}
\end{equation}
The area swept since the start is $\pi(R^2-R_1^2)=2\pi kt$, so equal areas are swept in equal times. This is what a steady supply of ions requires. Setting $R=R_2$ and $k=F/(2\pi D)$ gives the time of one pass,
\begin{equation}
T=\frac{R_2^2-R_1^2}{2k}
=\frac{\pi D\,(R_2^2-R_1^2)}{F}.
\label{time}
\end{equation}
As $R\to0$ the required speed grows without limit, because the rings shrink to zero area. The scheme therefore suits wafers mounted away from the axis.

\section{Second derivation: the exposure of one point}

The ring count treats the beam as if all its ions landed at its centre. A real beam may be centimetres wide, and its parts reach a given ring at different times, when the scan speed is different. To include this, follow the flux at a wafer point instead of the ions in the beam.

Let $x$ be the radial and $y$ the tangential offset from the beam centre, with $x$ positive away from the axis. The flux is $F g(x,y)$, where $\iint g\,dx\,dy=1$. When the wafer point is at angle $\theta$ from the line joining axis and beam centre, its offsets are
\begin{equation}
x=r\cos\theta-R,\qquad y=r\sin\theta .
\end{equation}
Fast spinning replaces the flux at the point by its average over $\theta$. With $dt=dR/v(R)$, the dose is
\begin{equation}
D(r)=\frac{F}{2\pi}\int_{R_1}^{R_2}\frac{dR}{v(R)}
\int_{-\pi}^{\pi}d\theta\;
g(r\cos\theta-R,\;r\sin\theta).
\end{equation}

Change the variables from $(R,\theta)$ to $(x,y)$. The Jacobian determinant is
\begin{equation}
\frac{\partial(x,y)}{\partial(R,\theta)}
=\begin{vmatrix}-1&-r\sin\theta\\ 0&r\cos\theta\end{vmatrix}
=-r\cos\theta .
\end{equation}
The beam lies on the side of the axis where $\cos\theta>0$, and its tangential extent is smaller than $r$. There
\begin{equation}
r\cos\theta=\sqrt{r^2-y^2}\equiv s(y),
\qquad dR\,d\theta=\frac{dx\,dy}{s},
\qquad R=s-x .
\end{equation}
If the scan is long enough to include every part of the beam, the integral covers the whole profile. Writing $\langle\cdots\rangle$ for an average weighted by $g$, we have
\begin{equation}
D(r)=\frac{F}{2\pi}
\left\langle\frac{1}{s\,v(s-x)}\right\rangle .
\label{wide}
\end{equation}
For a very narrow beam $x$ and $y$ tend to zero, $s$ tends to $r$, and Eq.~(\ref{ring}) returns.

Now insert $v(R)=k/R$, so that $1/v=(s-x)/k$:
\begin{equation}
D(r)=\frac{F}{2\pi k}\left\langle\frac{s-x}{s}\right\rangle
=\frac{F}{2\pi k}\left[1-
\left\langle\frac{x}{\sqrt{r^2-y^2}}\right\rangle\right].
\label{main}
\end{equation}
Suppose that at each $y$ the beam is symmetric under $x\to-x$. The contributions at $x$ and $-x$ then cancel, and
\begin{equation}
D(r)=\frac{F}{2\pi k}
\end{equation}
for every $r$ that the whole beam crosses. No expansion in beam width has been made. The cancellation has a simple meaning. The inner part of the beam, with $x<0$, reaches the ring when the beam centre is farther out and the scan is slower, so it deposits more than its share. The outer part deposits less by the same amount.

A numerical integration on a deliberately small disk tests this. With Gaussian widths of 1~cm in both directions, a scan from 0.5 to 24~cm, and rings at 10, 11 and 13~cm, the largest relative departure from $F/(2\pi k)$ was $5\times10^{-15}$, which is at the level of computer rounding.

\section{What each derivation assumes}

\subsection{Beam width and the word ``requires''}

The ring count needs a narrow beam but says nothing about its shape. In return it proves that no other speed law gives uniform dose. The point-exposure argument admits a wide beam but needs symmetry under $x\to-x$, or at least a vanishing average in Eq.~(\ref{main}). It proves that the inverse law is sufficient. Whether the law is also necessary for a wide beam needs a separate look.

Define $h(R)=1/[R\,v(R)]$, which is constant for the inverse law. Since $1/v=Rh$ and $R=s-x$, Eq.~(\ref{wide}) becomes
\begin{equation}
D(r)=\frac{F}{2\pi}\left\langle
\left(1-\frac{x}{s}\right)h(s-x)\right\rangle .
\end{equation}
If $h$ hardly changes across the beam, it can be taken out of the average as $h(r)$. For a symmetric beam this leaves $D(r)\simeq Fh(r)/(2\pi)$, and uniform dose again requires constant $h$. A rapid variation behaves differently. Let
\begin{equation}
h(R)=\frac{1}{k}\left[1+a\cos(\kappa R)\right],
\end{equation}
and let the beam be Gaussian with radial standard deviation $\sigma_x$. Let $\sigma_y$ be its tangential standard deviation. For a beam small compared with $r$, and with $\kappa\sigma_x^2/r$ and $\kappa\sigma_y^2/r$ also small, set $s\simeq r$ and $1-x/s\simeq1$ in the ripple term. Its average is
\begin{align}
a\langle\cos\kappa(r-x)\rangle
&=a\cos(\kappa r)\langle\cos\kappa x\rangle
 +a\sin(\kappa r)\langle\sin\kappa x\rangle\nonumber\\
&=a\,e^{-\kappa^2\sigma_x^2/2}\cos(\kappa r).
\end{align}
The sine average vanishes by symmetry. The cosine average follows by completing the square,
\begin{equation}
-\frac{x^2}{2\sigma_x^2}+i\kappa x
=-\frac{(x-i\kappa\sigma_x^2)^2}{2\sigma_x^2}
-\frac{\kappa^2\sigma_x^2}{2}.
\end{equation}

Take $a=20\,\%$, a ripple period of 2~cm and $\sigma_x=1$~cm. Then $\kappa=\pi$~cm$^{-1}$, and the formula gives a dose ripple of 0.144\,\%. Direct integration near $r=48$~cm, with a tangential width of 2~cm, gives 0.142\,\%. A wide beam thus hides a large but fine departure from the law. The accurate statement is that uniform dose requires $v\propto1/R$ for a narrow beam, or for speed laws that vary slowly across a wide one.

\subsection{Centring and beam shape}

The second derivation also shows what happens when the beam is not where the controller believes it to be. Let the true centre lie at $R+\delta$ while the speed is set to $k/R$. Measured from the assumed centre, $\langle x\rangle=\delta$. For a beam symmetric about its true centre and small compared with $r$, Eq.~(\ref{main}) gives
\begin{equation}
\frac{D(r)}{F/(2\pi k)}\simeq1-\frac{\delta}{r}.
\label{offset}
\end{equation}
The speed should have been proportional to $1/(R+\delta)$; the one used is too high for positive $\delta$, so the dose is low. The common part of the error changes the total dose, and its variation with $r$ spoils uniformity.

\subsection{Finite spin rate}

Both derivations replace separate turns by a continuous average. To see the cost, let the beam advance by $p=v/f$ per turn. A point at $r$ moves through the beam at speed $2\pi rf$, much faster than the scan. If the arc is nearly straight across the beam, one crossing at radial offset $u$ deposits
\begin{equation}
d(u)=\frac{F}{2\pi rf}\,G(u),\qquad
G(u)=\frac{e^{-u^2/2\sigma_x^2}}{\sqrt{2\pi}\,\sigma_x}.
\label{cross}
\end{equation}
Successive crossings have offsets $u_0+np$, where $u_0$ depends on both the azimuth and the radius of the point. The sum $\sum_nG(u_0+np)$ is periodic in $u_0$ with period $p$. Its Fourier coefficient of order $m$ is
\begin{equation}
\frac1p\int_{-\infty}^{\infty}G(u)e^{-2\pi imu/p}\,du
=\frac1p\,e^{-2\pi^2m^2\sigma_x^2/p^2},
\end{equation}
by the Gaussian integral used above. The term $m=0$ gives the mean dose $F/(2\pi rfp)=F/(2\pi rv)$, the ring result. The terms $m=\pm1$ give a spiral pattern, with one cycle around the disk and stripes of period $p$ along a radius, of relative amplitude
\begin{equation}
\epsilon\simeq2\,e^{-2\pi^2\sigma_x^2/p^2}.
\label{spin}
\end{equation}

With $\sigma_x=1$~cm and $p=2$~cm this is 1.44\,\%. Following single points at $r=48$~cm through a pass at the corresponding 124~rpm gives 1.45\,\%, with the other settings of the example below unchanged. Since $p=k/(rf)$ grows towards the axis, the ripple at this spin rate is much larger near the inner edge: Eq.~(\ref{spin}) gives about 8\,\% at $r=39$~cm. At $p=\sigma_x$ it gives $5\times10^{-9}$, so for a Gaussian profile averaging over turns is safe when $p$ is no larger than $\sigma_x$ at the innermost radius. A beam with a sharp edge has slower-falling Fourier coefficients, and Eq.~(\ref{spin}) does not apply to it.

\subsection{Steady current}

Both derivations hold $F$ fixed. If the current changes slowly, the ring count applies at each moment, and uniform dose requires
\begin{equation}
v=\frac{I(t)}{2\pi qe\,D\,R}.
\label{control}
\end{equation}
A controller that measures $I$ can thus correct for drift. If it keeps $v=k/R$ instead, the local dose is proportional to the current at the time of passage.

\section{A batch implant of arsenic}

Consider singly charged arsenic at 10~mA and a total dose of $2\times10^{15}$~cm$^{-2}$, delivered in 40 equal passes. Thirteen wafers of 200~mm diameter have their centres 48~cm from the spin axis, so they extend from 38 to 58~cm. The scan runs 4~cm beyond each edge, from $R_1=34$~cm to $R_2=62$~cm. The disk turns at 1200~rpm. The beam is Gaussian, with standard deviations of 1~cm radially and 2~cm tangentially.

The dose per pass is $D=2\times10^{15}/40=5\times10^{13}$~cm$^{-2}$, and the ion rate is $F=6.24\times10^{16}$~s$^{-1}$. Hence
\begin{equation}
k=\frac{6.24\times10^{16}\ \mathrm{s^{-1}}}
{2\pi\,(5\times10^{13}\ \mathrm{cm^{-2}})}
=199\ \mathrm{cm^2/s}.
\end{equation}
The scan speed falls from $k/38=5.23$~cm/s at the inner wafer edge to $k/58=3.43$~cm/s at the outer edge. The swept area is $\pi(62^2-34^2)=8445$~cm$^2$, so Eq.~(\ref{time}) gives
\begin{equation}
T=\frac{(5\times10^{13})(8445)}{6.24\times10^{16}}\ \mathrm{s}
=6.77\ \mathrm{s}.
\end{equation}
Forty passes take 271~s, without time for reversals. Wafers cover 48\,\% of the swept area; the remaining ions land between wafers or in the overscan.

Following single points through all turns of a pass gives the intended dose to within 0.0053\,\% at the five radii and six azimuths examined. The ring averages fall short by 0.0037\,\% at the inner edge and 0.0030\,\% at the outer edge, because the Gaussian tails beyond about four standard deviations are not fully scanned.

For comparison, keep the pass time and scan limits but use the constant speed $28/6.765=4.14$~cm/s. The doses at the inner and outer edges become $6.32\times10^{13}$ and $4.14\times10^{13}$~cm$^{-2}$, a ratio of 1.5275. The ring count predicts $58/38=1.5263$. The small difference comes from the tangential width. At constant speed, Eq.~(\ref{wide}) contains
\begin{equation}
\left\langle\frac1s\right\rangle
\simeq\frac1r\left(1+\frac{\sigma_y^2}{2r^2}\right),
\end{equation}
where $\sigma_y$ is the tangential standard deviation. The correction is 0.14\,\% at 38~cm and 0.06\,\% at 58~cm, which raises the ratio by 0.08\,\%, as found.

\section{Errors outside the ideal model}

\subsection{Dose and uniformity}

A centring error of 2~mm lowers the dose by $0.2/38=0.53\,\%$ at the inner edge and $0.2/58=0.34\,\%$ at the outer edge. The difference across the wafer is 0.18\,\% of the intended dose. If the current falls linearly in time by 1\,\% during an outward pass and the speed is not corrected, Eq.~(\ref{motion}) makes the fall linear in $R^2$. The edge-to-edge difference in the dose of that pass is then
\begin{equation}
1\,\%\times\frac{58^2-38^2}{62^2-34^2}=0.71\,\%.
\end{equation}
If the current keeps falling at the same rate, the next, inward pass has nearly the opposite difference, and the two differences largely cancel in the sum. The mean dose does not recover: it is about 0.5\,\% low in the first pass, and would be 20\,\% low over 40 passes if the fall continued.

The largest advance per turn on the wafer is 0.26~cm. For the Gaussian profile, Eq.~(\ref{spin}) then gives a ripple far too small to matter.

Wafers may be tilted out of the disk plane. With a beam parallel to the spin axis, a wafer whose normal makes a fixed angle $\beta$ with that axis presents the fraction $\cos\beta$ of its area to the beam. Its dose is $D\cos\beta$, still uniform. For $\beta=5^\circ$ the loss is 0.38\,\%. If the beam is not parallel to the axis, the angle between the beam and the normal of a tilted wafer changes as the disk turns. Points at different azimuths on the wafer then meet the beam at different angles, and points at different heights above the disk plane meet it at shifted radii, which acts like a centring error. This result then does not apply.

Ions that capture an electron from residual gas still reach the wafer if this happens after the last deflecting field, but a current meter misses them. If re-ionisation is neglected, then for gas density $n$, capture cross section $\sigma_c$ and path $L$ the surviving charged fraction obeys $dP/dz=-n\sigma_cP$, so $P=e^{-n\sigma_cL}$. Rough values of $10^{-5}$~Torr at 300~K, $10^{-15}$~cm$^2$ and 100~cm give a neutral fraction of 3.2\,\%. If the dose is calculated from the measured charged current alone, the true dose is too high by the factor $1/P$, or 3.3\,\%. At constant pressure this leaves the dose uniform. If the pressure changes with scan position, the error becomes a radial one.

\subsection{Charging and sputtering}

A uniform final dose does not make the exposure gentle. By Eq.~(\ref{cross}) with $u=0$, one crossing of the beam centre at $r=48$~cm brings the charge density
\begin{equation}
Q=\frac{I}{\sqrt{2\pi}\,\sigma_x\,2\pi rf}
=0.66\ \mathrm{\mu C/cm^2}.
\end{equation}
Suppose that all of it stays above an oxide of the same area, with relative permittivity 3.9. The field $Q/(3.9\,\varepsilon_0)$ is then 1.9~MV/cm, whatever the oxide thickness. Five or six such crossings would reach a rough breakdown field of 10~MV/cm. This estimate omits leakage, emitted electrons and electrons supplied on purpose. It shows that, unless leakage is large, the charge must be neutralised within a few turns, not merely between passes.

With a rough sputter yield of 2 atoms per ion and $5\times10^{22}$ silicon atoms per cm$^3$, the full dose removes $2(2\times10^{15})/(5\times10^{22})$~cm, or 0.8~nm. The calculated dose counts arriving ions; any arsenic lost with this layer must be subtracted to obtain the retained dose.

\subsection{The model beside a real implanter}

The current, dose, wafer size and spin rate are round numbers in the regime of batch high-current implanters, not the data of one machine. The smooth Gaussian beam is an idealisation. Real beams drift in current and position, and some of their ions are neutralised. Among the errors estimated here, for the sizes assumed and a Gaussian beam, the few-percent neutral fraction is the largest in total dose unless an uncorrected current drift persists over many passes, while the uncorrected 1\,\% current drift gives the largest non-uniformity within a single pass. With a sharp-edged beam, the ripple from separate turns may be larger than either estimate of non-uniformity and must be calculated for the actual profile. Since $D\propto F/v$, a relative error in the measured current matters as much as an equal relative error in the scan speed. The individual values are collected in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
As+ current: 10.0 mA; ion rate F: 6.2415e+16 1/s
total dose: 2.00e+15 cm^-2; passes: 40
dose per pass D: 5.00e+13 cm^-2
wafers: 13; wafer diameter: 200 mm
wafer centre radius: 48.0 cm; overscan: 4.0 cm
wafer edges: 38.0 and 58.0 cm from axis
scan limits R1, R2: 34.0 and 62.0 cm
beam widths sx, sy: 1.0 and 2.0 cm
spin rate: 1200 rpm = 20.0 turns/s
scan constant k: 198.67 cm^2/s
swept area: 8444.6 cm^2
time per pass: 6.765 s; turns per pass: 135.3
total time: 270.6 s
share of swept area covered by wafers: 48.4 %
constant comparison speed: 4.139 cm/s
r = 38.0 cm: v = 5.228 cm/s, dose = 4.9998e+13, at constant speed 6.3243e+13 cm^-2
r = 43.0 cm: v = 4.620 cm/s, dose = 5.0000e+13, at constant speed 5.5875e+13 cm^-2
r = 48.0 cm: v = 4.139 cm/s, dose = 5.0000e+13, at constant speed 5.0044e+13 cm^-2
r = 53.0 cm: v = 3.749 cm/s, dose = 5.0000e+13, at constant speed 4.5315e+13 cm^-2
r = 58.0 cm: v = 3.425 cm/s, dose = 4.9998e+13, at constant speed 4.1403e+13 cm^-2
constant speed, inner/outer dose: 1.5275
largest point dose error with v = k/R: 0.0053 %
overscan loss, inner edge: 0.0037 %
overscan loss, outer edge: 0.0030 %
small disk, wide beam, largest relative error: 4.7e-15
speed ripple test: amplitude 20 %, period 2.0 cm
  dose ripple: direct 0.1419 %, formula 0.1438 %
largest advance per turn on wafer: 0.261 cm
  spin ripple by formula: 7.1e-126 (relative)
slow spin test: 124.2 rpm, advance 2.0 cm/turn
  ripple: direct 1.451 %, formula 1.438 %
centring error: 2.0 mm
  dose change: inner -0.527 %, outer -0.345 %
  edge-to-edge difference: 0.182 %
current drop in one pass: 1.0 %
  inner minus outer dose: 0.714 %
wafer tilt: 5.0 deg; uniform dose loss 0.381 %
gas (rough): 1e-05 Torr at 300 K, path 100 cm
  density 3.22e+11 cm^-3, cross section 1e-15 cm^2
  neutralised fraction: 3.17 %; dose excess if uncorrected: 3.27 %
charge per beam crossing: 0.661 uC/cm^2
oxide relative permittivity (rough): 3.9
  field per crossing, no neutralisation: 1.92 MV/cm
  rough breakdown field: 10 MV/cm, reached after 5.2 crossings
sputter yield (rough): 2 atoms/ion; Si density (rough): 5e+22 cm^-3
  surface recession: 0.80 nm
\end{verbatim}
